# Pitch-Dependent Best Focus from Spherical Aberration in Three-Beam Gratings

**Q.** I am told that a lens with spherical aberration focuses different gratings at different heights. A lens has one focal plane. Why should it care what is on the mask?

**A.** A grating uses only a few points of the pupil, and which points depends on its pitch. Take a thin binary mask of equal lines and spaces with pitch $p$, lit along the axis by a coherent plane wave of wavelength $\lambda$. All lengths are measured at the wafer. With an opening centred on $x=0$, order $m$ has amplitude

$$a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx=\frac{\sin(m\pi/2)}{m\pi}.$$

Hence $a_0=1/2$ and $a_{\pm1}=1/\pi$, and the other even orders vanish. Order $m$ travels at $\sin\theta_m=m\lambda/p$, and the lens passes it if $|\sin\theta_m|\le NA$. Exactly three beams pass if the first orders enter and the third do not:

$$\frac{\lambda}{NA}\le p<\frac{3\lambda}{NA}.$$

Write $s=\lambda/p$ for the sine of the first-order angle, and $\rho=s/NA$ for its pupil radius, with $\rho=1$ at the rim. The grating samples the lens at the centre and at two opposite points at radius $\rho$, and nowhere else. For $p\ge2\lambda/NA$ the second orders lie inside the pupil, and they drop out only because lines and spaces are exactly equal. With the numbers used below this limit is 827 nm, so it concerns the 900 nm pitch. An opening of 47.5% instead of 50% of the pitch moves its plane of largest edge log-slope from 14.5 to about 47 nm, while the 440 and 600 nm pitches are unaffected.

**Q.** Then tell me what the lens error and a focus error each do to those beams. I want the signs.

**A.** Treat the field as a scalar in air, with time factor $e^{-i\omega t}$, so that extra optical path $W$ gives the phase $+kW$, where $k=2\pi/\lambda$. Let the lens error be $W=A\rho^4$, which is zero at the centre. For $A>0$ the outer light is delayed.

Let $z$ be the distance of the wafer from the ideal focal plane, positive away from the lens. A first-order beam varies as $e^{ik(\pm x\sin\theta+z\cos\theta)}$ and the zero order as $e^{ikz}$. Relative to the zero order, the first orders therefore gain the path $-z(1-\cos\theta)$. In the paraxial approximation $1-\cos\theta\approx s^2/2=NA^2\rho^2/2$. The total relative phase is

$$\phi=k\left[A\rho^4-\tfrac12 zNA^2\rho^2\right],$$

the same for both first orders, because both terms are even in angle.

**Q.** "Best focus" could mean several things. Which one do you use?

**A.** First the image. With $q=2\pi/p$, the two first orders add to a cosine:

$$E=a_0+a_1e^{i\phi}(e^{iqx}+e^{-iqx})=a_0+2a_1e^{i\phi}\cos qx .$$

Its squared modulus is

$$I=a_0^2+4a_0a_1\cos\phi\,\cos qx+4a_1^2\cos^2qx .$$

Only the middle term depends on focus. The nominal line edge is at $x=p/4$, where $\cos qx=0$ and $\sin qx=1$. There $I=a_0^2$ at every focus. The slope in general is

$$\frac{dI}{dx}=-4a_0a_1q\cos\phi\,\sin qx-8a_1^2q\cos qx\,\sin qx,$$

which at the edge becomes $-4a_0a_1q\cos\phi$. The normalised image log-slope (NILS), for line width $p/2$, is

$$\text{NILS}=-\frac p2\,\frac1I\frac{dI}{dx}=\frac p2\cdot\frac{2\pi}{p}\cdot\frac{4a_1}{a_0}\cos\phi=4\pi\frac{a_1}{a_0}\cos\phi=8\cos\phi .$$

I call the focus best when this is largest, at $\cos\phi=1$.

**Q.** Would contrast choose another plane?

**A.** No. Put $c=\cos\phi\ge0$ and $X=\cos qx$, and complete the square:

$$I=(2a_1X+a_0c)^2+a_0^2(1-c^2).$$

The minimum is at $X=-a_0c/(2a_1)=-\pi c/4$, which lies inside the allowed range, so $I_{\min}=a_0^2(1-c^2)$. The maximum, at $X=1$, is $a_0^2+4a_0a_1c+4a_1^2$. As $c$ grows, the maximum rises and the minimum falls. Contrast therefore also peaks at $c=1$.

**Q.** So where is best focus?

**A.** Set $\phi=0$ and divide by $\rho^2$:

$$z_b=\frac{2A\rho^2}{NA^2}=\frac{2A\lambda^2}{NA^4\,p^2}.$$

The lens error grows as $\rho^4$ but defocus only as $\rho^2$. At one radius defocus can cancel the error completely, but the amount needed grows as $\rho^2$, hence as $1/p^2$. With $A>0$ the outer beams are late, and best focus moves away from the lens.

The result needs the three-beam condition. If the third orders entered, at radius $3\rho$, cancelling their phase would need nine times the defocus, and no plane near the ideal focus could bring all beams into phase.

**Q.** Give me numbers.

**A.** Take $\lambda=248$ nm, $NA=0.60$ and $A=0.05$ waves, or 12.40 nm. The three-beam range is 413 to 1240 nm. The prefactor is $2A/NA^2=24.80/0.36=68.89$ nm.

| Pitch (nm) | $\rho$ | $z_b$ (nm) |
|---|---|---|
| 440 | 0.9394 | 60.79 |
| 600 | 0.6889 | 32.69 |
| 900 | 0.4593 | 14.53 |

For the first row, $68.89\times0.9394^2=60.79$. The spread is 46.26 nm. As a test, the NILS was also maximised numerically over $z$, using orders summed from a sampled mask. It gave the same three positions to 0.01 nm. The numerical output follows this exchange.

**Q.** You solved $\phi=0$, but $\cos\phi=1$ has other roots. Could two pitches share one of those?

**A.** They can. Since $ks^2/2=\pi s^2/\lambda$, the phase can be written

$$\phi=\frac{\pi s^2}{\lambda}(z_b-z).$$

Setting $\phi=-2\pi n$, with integer $n$, gives

$$z=z_b+\frac{2n\lambda}{s^2}=z_b+\frac{2np^2}{\lambda}.$$

These are self-image revivals. Halfway between them $\cos\phi=-1$, and bright and dark lines are exchanged. For the 440 and 900 nm pitches the revival distances are 1561 and 6532 nm. The fourth revival of the first coincides with the first revival of the second if

$$\frac{2A\lambda^2}{NA^4}\left(\frac1{440^2}-\frac1{900^2}\right)=\frac{2(900^2-4\times440^2)}{\lambda},$$

with lengths in nm. In the paraxial approximation this gives $A=0.310$ waves and a shared plane at 6622 nm, where both pitches have the full NILS of 8. The numbers illustrate the formula and do not predict a real plane. So far from focus, the paraxial formula understates the defocus path of the 440 nm pitch by $6622\,(1-\cos\theta-s^2/2)\approx100$ nm, or 0.40 waves, which destroys the coincidence at this $A$.

The statement that each pitch has its own best focus therefore concerns the branch that goes to $z=0$ as $A\to0$. On that branch, for $A\ne0$, different pitches have different $z_b$.

**Q.** Not best for all is still a long way from not good enough for all. Does 46 nm matter?

**A.** That depends on the tolerance. Accept a 10% loss of NILS relative to its peak of 8. Then $\cos\phi\ge0.9$, so $|\phi|\le\Phi=0.4510$ rad. From the last form of $\phi$, each pitch has a focus window centred on $z_b$ with half-width

$$h=\frac{\lambda\Phi}{\pi s^2}=\frac{\Phi p^2}{\pi\lambda}.$$

| Pitch (nm) | $h$ (nm) | Window (nm) |
|---|---|---|
| 440 | 112.1 | −51.3 to 172.9 |
| 600 | 208.4 | −175.7 to 241.1 |
| 900 | 468.9 | −454.4 to 483.4 |

The 440 nm window lies inside the other two, so it is the common window. If focus is centred on the densest pitch, the shift removes none of its range at this tolerance.

If focus is instead set to the best plane of the 900 nm pitch, the 440 nm pitch has $\phi=\pi(0.5636)^2(46.26)/248=0.186$ rad and a NILS of 7.86, a loss of 1.7%. Its margin towards the lens falls from 112 nm to $14.5+51.3=65.8$ nm. In this example, at this tolerance, the main cost of the aberration is focus margin, and centring focus on the densest pitch avoids it.

**Q.** How large must $A$ be before no compromise works?

**A.** The windows share a point if the largest lower end does not exceed the smallest upper end. Those two ends belong to at most two windows, so it is enough that every pair overlaps, which means $|z_i-z_j|\le h_i+h_j$. With $u=\rho^2$, we have $z_i=2Au_i/NA^2$ and $h_i=\lambda\Phi/(\pi NA^2u_i)$. The factor $NA^2$ cancels:

$$2|A|\,|u_i-u_j|\le\frac{\lambda\Phi}{\pi}\,\frac{u_i+u_j}{u_iu_j}.$$

Solving for $\Phi$ gives the smallest worst-case phase that a common plane can reach:

$$\Phi_{\min}=\frac{2\pi|A|}{\lambda}\max_{i,j}\frac{u_iu_j|u_i-u_j|}{u_i+u_j},$$

valid on the main branch while $\Phi_{\min}<\pi/2$. The factor vanishes for equal pitches. It also vanishes when one $u$ tends to zero, because that window becomes very wide.

Here the largest factor, 0.1259, belongs to the 440 and 600 nm pair. The pair farthest apart in pitch, 440 and 900 nm, gives only 0.114. Thus $\Phi_{\min}=2\pi(0.05)(0.1259)=0.040$ rad, and the worst NILS is 7.994.

The plane follows from equal and opposite phases for the limiting pair, $u_1(z_1-z)=u_2(z-z_2)$:

$$z=\frac{u_1z_1+u_2z_2}{u_1+u_2}=51.0\ \text{nm}.$$

For these three pitches, with paraxial defocus, the 10% tolerance fails at every common plane on this branch once $|A|$ exceeds $0.4510/(2\pi\times0.1259)=0.570$ waves, or 141 nm. Adding pitches to the list can lower this limit but cannot raise it.

**Q.** Lens data usually come as Zernike terms. Does $1/p^2$ survive?

**A.** Only for differences of focus. Split the error:

$$A\rho^4=\frac A6(6\rho^4-6\rho^2+1)+A\rho^2-\frac A6 .$$

The bracket is the balanced spherical term. If the lens has that term alone, its path at $\rho$ minus its path at the centre is $A\rho^4-A\rho^2$. Zero phase then requires

$$z=\frac{2A\rho^2}{NA^2}-\frac{2A}{NA^2}=z_b-\frac{2A}{NA^2}.$$

With paraxial defocus, every pitch moves by the same −68.89 nm, to −8.10, −36.20 and −54.36 nm. Now the loosest pitch lies farthest from the ideal plane, yet the spread is unchanged.

The balanced form also gives the size of the error after refocusing. Over the pupil area $u$ is uniform on $[0,1]$, and $u^2-u$ has mean $-1/6$ and mean square $1/5-1/2+1/3=1/30$. The variance is $1/30-1/36=1/180$, so the rms error is $A/\sqrt{180}=0.0037$ waves.

**Q.** Your steepest beam has $\sin\theta=0.56$. That is hardly paraxial.

**A.** The defocus term can be kept whole. Since $1-\cos\theta=\sin^2\theta/(1+\cos\theta)$, zero phase means $A\rho^4=z\,NA^2\rho^2/(1+\cos\theta)$, or

$$z=\frac{2A\rho^2}{NA^2}\,\frac{1+\cos\theta}{2}.$$

The last factor is 0.913, 0.955 and 0.981 for the three pitches. Best focus moves to 55.5, 31.2 and 14.2 nm, and the spread falls to 41.3 nm. A power law fitted to twelve pitches from 420 to 1200 nm gives $p^{-1.92}$, against $p^{-2.00}$ with paraxial defocus. The inverse square is thus the small-angle law. The half-widths of the focus windows shrink by the same three factors, and the limit on $|A|$ for a 10% loss rises from 0.57 to 0.62 waves. The balanced Zernike term alone no longer gives the same spread as $A\rho^4$: its best planes are now −7.4, −34.6 and −53.3 nm, a spread of 45.9 nm.

**Q.** And how close is this to a real scanner?

**A.** The wavelength is that of KrF lithography. The aperture and the aberration are rough, plausible values for such a tool, not data for a particular lens. The coherent on-axis source is also an idealisation, because a real source has a finite size. For a source point that puts the zero order at pupil radius $r_0$ and a first order at $r_1$, their relative path is

$$A(r_1^4-r_0^4)-\tfrac12zNA^2(r_1^2-r_0^2),$$

which vanishes at $z=2A(r_1^2+r_0^2)/NA^2$. Each pairing of a source point with a first order therefore asks for its own focus, except where $r_1=r_0$, when the relative path is zero at every focus. For a uniform disc source of radius 0.3 in pupil units, with paraxial defocus, the edge slope is largest at 57.7, 49.6 and 30.0 nm. The spread of these planes is 28 nm, and the inverse-square law no longer describes the three values. The edge intensity now also depends on focus, so NILS peaks at somewhat different planes, near 58, 58 and 34 nm. By that measure the spread drops from 46 to 24 nm.

**Q.** What about the mask? You made it infinitely thin.

**A.** Mask topography can add a phase $\delta$ to the first orders. Setting $\phi+\delta=0$ shifts best focus by

$$\Delta z=\frac{\lambda\delta}{\pi s^2}=\frac{\delta p^2}{\pi\lambda},$$

which at fixed $\delta$ grows with pitch and holds only while three beams form the image. One degree gives 4.3, 8.1 and 18.1 nm. For the 900 nm pitch this already exceeds the 14.5 nm due to the lens. If $\delta$ were $+3^\circ$ at all three pitches, the 900 nm pitch would move 41 nm farther than the 440 nm pitch, nearly cancelling the 46 nm between them. A common $\delta$ is only an illustration. In a simple model that puts the topography error in narrow strips at the edges, $\delta$ falls as $1/p$: $3^\circ$ at 440 nm becomes $1.5^\circ$ at 900 nm, and the formula gives a difference of 14 nm instead of 41 nm. Such strips also create second orders. These pass the lens at 900 nm, where the formula then fails and the shift can be far larger. In any case a measured focus difference does not by itself give $A$.

**Q.** Is anything else comparable?

**A.** Three effects are smaller or of another kind.

- **Higher-order aberration.** A term $B\rho^6$ adds $2B\rho^4/NA^2$, which varies as $1/p^4$. For $B=0.01$ waves this is 10.7, 3.1 and 0.6 nm.
- **Resist.** For a 400 nm film of index 1.7, with reflections left out, the defocus phase gained down to mid-depth equals that of 110.5 to 116.1 nm of air. Most of this is a common offset, and 5.6 nm depends on pitch.
- **Polarization.** When the electric field lies in the plane of the beams, its component along the axis adds $4a_1^2\sin^2\theta\,\sin^2qx$ to the image. This has zero slope at the edge and does not depend on $\phi$. The component along $x$ has $a_1$ replaced by $a_1\cos\theta$. The edge slope is still proportional to $\cos\phi$, so best focus stays put, but the peak NILS for unpolarized light in air falls from 8 to 5.8, 6.7 and 7.4. These values leave out any change of beam amplitude with angle in the lens, which would alter them by a few per cent.

## Computed results

```
wavelength: 248 nm; NA: 0.60
A: 0.05 waves = 12.40 nm
rms of A term after refocus: 0.00373 waves
pitch range: 413.3 to 1240.0 nm
Lists below are in the order of these pitches
pitch (nm): 440, 600, 900
pupil radius rho: 0.9394, 0.6889, 0.4593
sin(theta): 0.5636, 0.4133, 0.2756
best focus, formula (nm): 60.79, 32.69, 14.53
best focus, simulated (nm): 60.79, 32.69, 14.53
spread of best focus: 46.26 nm
simulated power of pitch, paraxial: -2.0000
NILS of 440 nm pitch at its best focus: 8.0000
NILS of 440 nm pitch at 900 nm best focus: 7.8618
revival distance (nm): 1561, 2903, 6532
A for shared revival, 440 and 900: 0.3103 waves
shared revival plane: 6622.4 nm
phase limit for 10% NILS loss: 0.4510 rad
window half-width (nm): 112.1, 208.4, 468.9
window lower end (nm): -51.3, -175.7, -454.4
window upper end (nm): 172.9, 241.1, 483.4
common window: -51.3 to 172.9 nm
largest pair factor: 0.1259
compromise plane: 50.97 nm
worst phase there: 0.0395 rad
worst NILS there: 7.9937
A limit, 10% loss: 141.4 nm = 0.570 waves
balanced Zernike best focus (nm): -8.10, -36.20, -54.36
common Zernike offset: -68.89 nm
Neglected effects
exact-defocus factor: 0.9130, 0.9553, 0.9806
exact-defocus best focus (nm): 55.50, 31.23, 14.25
exact-defocus spread: 41.25 nm
fitted power of pitch, exact defocus: -1.922
source radius: 0.3 of pupil radius
finite-source best focus (nm): 57.67, 49.62, 30.02
finite-source spread: 27.65 nm
shift per degree of mask phase (nm): 4.34, 8.06, 18.15
sixth-power coefficient: 0.01 waves
sixth-power shift (nm): 10.73, 3.10, 0.61
resist: 400 nm thick, index 1.7
air-equivalent mid-resist depth (nm): 110.54, 114.10, 116.14
its spread over pitch: 5.60 nm
unpolarized NILS at best focus, in air: 5.808, 6.713, 7.390
```
